# Thickening of a Grain Boundary Fed by Unequal Diffusion Fluxes: verification in Python

```python
"""
Result under test: atoms that arrive in a grain boundary by unequal fluxes of
host A and guest B plate onto the grains and separate them at the rate
    V = dh/dt = delta * d/dy[(D_B - D_A) dc/dy]      (no stress, no net leakage).
For constant r = D_A/D_B < 1, c rising from zero, and a deposit having the
boundary's composition:  h = delta * ln(1/(1 - q c)),  q = 1 - r.

Symbols: y distance along boundary (nm), delta boundary width (nm), c fraction
of B, h added grain separation (nm), D_A and D_B boundary diffusivities (nm^2/s),
beta = delta*Omega*M/(kT*d) dimensionless elastic back-stress parameter, with
Omega atomic volume, M modulus, d grain pitch; normal stress = -M*h/d.
The ledger below moves each species separately and counts the surplus atoms;
it does not use the formula for V.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as k_boltzmann
from scipy.integrate import solve_bvp
from scipy.special import erfc

# Round model parameters, rough regime of copper metallization near 600 K
delta = 0.5             # nm
D_host = 1.0e5          # nm^2/s
D_guest = 4.0e5         # nm^2/s
c_source = 0.5
length = 4000.0         # nm
t_end = 1.0             # s
temperature = 600.0     # K
atomic_volume = 0.012   # nm^3
modulus = 150.0         # GPa
grain_pitch = 500.0     # nm
D_volume = 3.0e-5       # nm^2/s, inside the grains
size_misfit = 0.1       # relative difference of atomic volumes

n_cells = 200
dx = length / n_cells
y = (np.arange(n_cells) + 0.5) * dx
kT = k_boltzmann * temperature
joule_per_nm3_per_GPa = 1e-18
beta_example = (delta * atomic_volume * modulus * joule_per_nm3_per_GPa
                / (kT * grain_pitch))
r = D_host / D_guest
q = 1.0 - r


def constant(value):
    return lambda c: value + 0.0 * c


def extend(values, left_value):
    """Ghost cells: fixed value (or mirror, if None) at left, mirror at right."""
    ghost = values[0] if left_value is None else 2 * left_value - values[0]
    return np.concatenate(([ghost], values, [values[-1]]))


def volume_fluxes(c, h, D_a, D_b, beta, source):
    """Omega*J of A and of B at cell faces, each from its own flux law."""
    c_ext = extend(c, source)
    h_ext = extend(h, None if source is None else 0.0)
    c_face = 0.5 * (c_ext[1:] + c_ext[:-1])
    grad_u = np.diff(h_ext) / (dx * delta)
    grad_c = np.diff(c_ext) / dx
    flux_a = -D_a(c_face) * (-grad_c + beta * (1 - c_face) * grad_u)
    flux_b = -D_b(c_face) * (grad_c + beta * c_face * grad_u)
    return flux_a, flux_b


def ledger(D_a, D_b, beta=0.0, exchange=0.0, removed="boundary"):
    """Count atoms cell by cell; plate or remove the surplus over the sites.
    exchange: rate (1/s) at which B is swapped one-for-one for A of the grains.
    removed: composition of consumed material, boundary's own or pure host."""
    trial = np.linspace(0, c_source, 50)
    D_max = max(D_a(trial).max(), D_b(trial).max())
    steps = int(np.ceil(t_end * D_max / (0.2 * dx**2)))
    dt = t_end / steps
    c = np.zeros(n_cells)
    h = np.zeros(n_cells)
    for _ in range(steps):
        flux_a, flux_b = volume_fluxes(c, h, D_a, D_b, beta, c_source)
        swapped = exchange * c * dt
        atoms_a = 1 - c - np.diff(flux_a) * dt / dx + swapped
        atoms_b = c - np.diff(flux_b) * dt / dx - swapped
        total = atoms_a + atoms_b
        surplus = total - 1.0
        moved_fraction = atoms_b / total
        if removed == "host":
            moved_fraction = np.where(surplus > 0, moved_fraction, 0.0)
        c = atoms_b - surplus * moved_fraction
        h = h + delta * surplus
    return c, h, delta * surplus / dt


away = y > 100.0  # the first cells do not resolve the initial step at the source

# Flux sum from chemical potentials of a regular solution under normal stress
z, w, th, om, da, db = sp.symbols("z w theta Omega d_a d_b", positive=True)
cz = sp.Function("c")(z)
sz = sp.Function("sigma")(z)
mu_a = th * sp.log(1 - cz) + w * cz**2 - om * sz
mu_b = th * sp.log(cz) + w * (1 - cz)**2 - om * sz
flux_sum = -(da * (1 - cz) * sp.diff(mu_a, z) + db * cz * sp.diff(mu_b, z)) / th
phi = 1 - 2 * w * cz * (1 - cz) / th
claimed = ((da - db) * phi * sp.diff(cz, z)
           + (cz * db + (1 - cz) * da) * om * sp.diff(sz, z) / th)
assert sp.simplify(sp.expand(flux_sum - claimed)) == 0

# Free plating: ledger against similarity solution and logarithmic law
c_free, h_free, V_free = ledger(constant(D_host), constant(D_guest))
eta_grid = np.linspace(0, 8, 161)
guess = np.vstack((c_source * erfc(eta_grid / 2),
                   -c_source * np.exp(-eta_grid**2 / 4) / np.sqrt(np.pi)))
similarity = solve_bvp(
    lambda e, f: np.vstack((f[1], -e * f[1] / (2 * (1 - q * f[0])))),
    lambda left, right: np.array([left[0] - c_source, right[0]]),
    eta_grid, guess, tol=1e-7)
assert similarity.success


def similarity_values(position):
    eta = position / np.sqrt(D_guest * t_end)
    C, slope = similarity.sol(eta)
    curvature = -eta * slope / (2 * (1 - q * C))
    return C, delta * q * curvature / t_end


C_sim, V_sim = similarity_values(y)
error_c = np.max(np.abs(c_free - C_sim)[away]) / c_source
error_V = np.max(np.abs(V_free - V_sim)[away]) / V_sim.max()
assert error_c < 0.01 and error_V < 0.01


def log_law(c):
    return -delta * np.log(1 - q * c)


def log_law_error(c, h):
    return np.max(np.abs(h - log_law(c))[away]) / log_law(c_source)


error_log = log_law_error(c_free, h_free)
assert error_log < 0.01

# Composition-dependent diffusivities with constant ratio, then a varying ratio
c_var, h_var, _ = ledger(lambda c: D_host * np.exp(c),
                         lambda c: D_guest * np.exp(c))
error_log_var = log_law_error(c_var, h_var)
assert error_log_var < 0.01
c_ctl, h_ctl, _ = ledger(constant(D_host), lambda c: D_guest * np.exp(2 * c))
error_control = log_law_error(c_ctl, h_ctl)
assert error_control > 0.02

# Host faster than guest: pure host grain is consumed
c_thin, h_thin, _ = ledger(constant(D_guest), constant(D_host), removed="host")
thin_law = -delta * (D_guest / D_host - 1) * c_thin
assert np.max(np.abs(h_thin - thin_law)) < 1e-3 * np.max(np.abs(thin_law))

# Continuing one-for-one exchange with the grains sustains the plating
exchange_rate = 16.0  # 1/s
c_ex, h_ex, V_ex = ledger(constant(D_host), constant(D_guest),
                          exchange=exchange_rate)
near = y < 600.0
V_ex_law = delta * q * exchange_rate * c_ex / (1 - q * c_ex)
assert np.max(np.abs(V_ex / V_ex_law - 1)[near]) < 2e-3
assert h_ex.max() > 2 * log_law(c_source)


# Small disturbances about a uniform state, from the separate flux laws
def mode_matrix(c_mean, beta):
    wave = np.cos(np.pi * y / length)
    amplitude = 1e-5
    columns = []
    for c_part, u_part in ((1, 0), (0, 1)):
        c = c_mean + amplitude * c_part * wave
        h = delta * amplitude * u_part * wave
        flux_a, flux_b = volume_fluxes(c, h, constant(D_host),
                                       constant(D_guest), beta, None)
        u_rate = -np.diff(flux_a + flux_b) / dx
        c_rate = -np.diff(flux_b) / dx - c * u_rate
        scale = -amplitude * (np.pi / length)**2 * (wave @ wave)
        columns.append([c_rate @ wave / scale, u_rate @ wave / scale])
    return np.array(columns).T


c_mean = 0.3
D_mobile = c_mean * D_guest + (1 - c_mean) * D_host
D_free_law = (1 - c_mean) * D_guest + c_mean * D_host
D_rigid_law = D_host * D_guest / D_mobile
D_free_num = mode_matrix(c_mean, 0.0)[0, 0]
D_rigid_num = np.min(np.linalg.eigvals(mode_matrix(c_mean, 1e4)).real)
determinant = np.linalg.det(mode_matrix(c_mean, beta_example))
assert abs(D_free_num / D_free_law - 1) < 1e-3
assert abs(D_rigid_num / D_rigid_law - 1) < 1e-3
assert abs(determinant / (beta_example * D_host * D_guest) - 1) < 1e-3

# Back-stress estimate for the example, two choices for removed material
c_st, h_st, V_st = ledger(constant(D_host), constant(D_guest), beta_example)
c_st2, h_st2, V_st2 = ledger(constant(D_host), constant(D_guest), beta_example,
                             removed="host")
peak_stress = 1000 * modulus * h_st.max() / grain_pitch
leak_ratio = 4 * np.sqrt(D_volume * t_end / np.pi) / delta

print(f"boundary width {delta} nm; length {length:.0f} nm; time {t_end} s")
print(f"D_A {D_host:.1e}, D_B {D_guest:.1e} nm^2/s; r {r:.2f}, q {q:.2f}")
print(f"source fraction c0 {c_source}; temperature {temperature:.0f} K")
print(f"profile length sqrt(D_B t) {np.sqrt(D_guest * t_end):.1f} nm")
print(f"thickening limit for c0 {log_law(c_source):.4f} nm")
print(f"thickening limit for c=1 {log_law(1.0):.4f} nm")
for depth in (200.0, 400.0, 800.0):
    C, V = similarity_values(depth)
    print(f"y={depth:.0f} nm: c {C:.4f}, h {log_law(C):.4f} nm, V {V:.5f} nm/s")
    print(f"  ledger: c {np.interp(depth, y, c_free):.4f}, "
          f"h {np.interp(depth, y, h_free):.4f} nm, "
          f"V {np.interp(depth, y, V_free):.5f} nm/s")
    print(f"  with back-stress: h {np.interp(depth, y, h_st):.4f} nm "
          f"(removal as pure host {np.interp(depth, y, h_st2):.4f} nm)")
    print(f"  with back-stress: V {np.interp(depth, y, V_st):.5f} nm/s")
fine = np.linspace(0, 3000, 3001)
V_fine = similarity_values(fine)[1]
print(f"fastest V {V_fine.max():.5f} nm/s at y {fine[V_fine.argmax()]:.0f} nm")
print(f"atomic layer, cube root of Omega {atomic_volume**(1/3):.3f} nm")
print(f"Omega {atomic_volume} nm^3; M {modulus:.0f} GPa; d {grain_pitch:.0f} nm")
print(f"back-stress parameter beta {beta_example:.4f}")
print(f"peak compressive stress {peak_stress:.1f} MPa")
print(f"volume diffusivity {D_volume:.1e} nm^2/s")
print(f"volume leakage / boundary content {leak_ratio:.4f}")
swelling = delta * size_misfit * similarity_values(400.0)[0]
print(f"swelling at 400 nm for size misfit {size_misfit}: {swelling:.4f} nm")
print(f"relative error, ledger vs similarity: c {error_c:.1e}, V {error_V:.1e}")
print(f"log-law error: constant D {error_log:.1e}, D(c) {error_log_var:.1e}")
print(f"log-law error when r varies (control) {error_control:.3f}")
print(f"host faster, r={D_guest / D_host:.0f}: h at first cell "
      f"{h_thin[0]:.4f} nm for c {c_thin[0]:.4f}")
print(f"exchange {exchange_rate:.0f} 1/s: largest h {h_ex.max():.3f} nm, "
      f"largest V {V_ex.max():.3f} nm/s")
print(f"c={c_mean}: free spreading {D_free_num:.4e} nm^2/s "
      f"(formula {D_free_law:.4e})")
print(f"c={c_mean}: rigid spreading {D_rigid_num:.4e} nm^2/s "
      f"(formula {D_rigid_law:.4e})")
print("finished without a failed check")
```

Printed output:

```
boundary width 0.5 nm; length 4000 nm; time 1.0 s
D_A 1.0e+05, D_B 4.0e+05 nm^2/s; r 0.25, q 0.75
source fraction c0 0.5; temperature 600 K
profile length sqrt(D_B t) 632.5 nm
thickening limit for c0 0.2350 nm
thickening limit for c=1 0.6931 nm
y=200 nm: c 0.4046, h 0.1808 nm, V 0.02504 nm/s
  ledger: c 0.4047, h 0.1809 nm, V 0.02504 nm/s
  with back-stress: h 0.0938 nm (removal as pure host 0.1003 nm)
  with back-stress: V -0.03250 nm/s
y=400 nm: c 0.3158, h 0.1351 nm, V 0.04127 nm/s
  ledger: c 0.3158, h 0.1352 nm, V 0.04127 nm/s
  with back-stress: h 0.1216 nm (removal as pure host 0.1228 nm)
  with back-stress: V 0.00456 nm/s
y=800 nm: c 0.1726, h 0.0693 nm, V 0.05030 nm/s
  ledger: c 0.1726, h 0.0693 nm, V 0.05030 nm/s
  with back-stress: h 0.0731 nm (removal as pure host 0.0725 nm)
  with back-stress: V 0.05200 nm/s
fastest V 0.05053 nm/s at y 740 nm
atomic layer, cube root of Omega 0.229 nm
Omega 0.012 nm^3; M 150 GPa; d 500 nm
back-stress parameter beta 0.2173
peak compressive stress 36.6 MPa
volume diffusivity 3.0e-05 nm^2/s
volume leakage / boundary content 0.0247
swelling at 400 nm for size misfit 0.1: 0.0158 nm
relative error, ledger vs similarity: c 2.7e-05, V 2.5e-04
log-law error: constant D 3.4e-04, D(c) 3.1e-04
log-law error when r varies (control) 0.434
host faster, r=4: h at first cell -0.7366 nm for c 0.4911
exchange 16 1/s: largest h 4.469 nm, largest V 4.261 nm/s
c=0.3: free spreading 3.0999e+05 nm^2/s (formula 3.1000e+05)
c=0.3: rigid spreading 2.1051e+05 nm^2/s (formula 2.1053e+05)
finished without a failed check
```
